# OCS Stark lobes and the calibration of an electrode spacing: a program that tests the result

```python
"""Stark lobes of the OCS J = 1 -> 2 line and calibration of a plate spacing.

Result under test (rigid linear rotor, radiation polarized along the field):
  M = 0   lobe shift = -(8/105) w^2/B
  |M| = 1 lobe shift = +(13/210) w^2/B
  separation S = (29/210) w^2/B,  d = kappa mu V sqrt(29/(210 B S))
Symbols: B rotational constant (MHz), mu dipole (D), E field (V/cm),
kappa = (1 D)(1 V/cm)/h in MHz, w = kappa mu E (MHz),
V voltage (V), d plate spacing (cm).
Independent road: cos(theta) matrices by quadrature, then diagonalization.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.special import lpmv

DEBYE = 1e-21 / const.c                      # C m
kappa = DEBYE * 100.0 / const.h / 1e6        # MHz per (D V/cm)
mu = 0.7152                                  # D, given
nu0 = 24326.0                                # MHz, input to nearest MHz
B = nu0 / 4.0
JMAX = 10
nodes, weights = np.polynomial.legendre.leggauss(40)


def angular_matrix(M, power, jmin):
    """Matrix of cos(theta)**power at fixed M, by quadrature."""
    rows = []
    for J in range(jmin, JMAX + 1):
        f = lpmv(M, J, nodes)
        rows.append(f / np.sqrt(np.sum(weights * f * f)))
    rows = np.array(rows)
    return (rows * (weights * nodes**power)) @ rows.T


def level(J, M, w, jmin=None, aniso=0.0):
    """Energy (MHz) by diagonalization; aniso = delta_alpha E^2/h in MHz."""
    start = M if jmin is None else jmin
    js = np.arange(start, JMAX + 1)
    H = np.diag(B * js * (js + 1.0)) - w * angular_matrix(M, 1, start)
    if aniso:
        H = H - 0.5 * aniso * angular_matrix(M, 2, start)
    return np.linalg.eigvalsh(H)[J - start]


def lobe_numeric(M, w, aniso=0.0):
    return level(2, M, w, aniso=aniso) - level(1, M, w, aniso=aniso) - nu0


def cos_squared_element(J, M):
    """Squared element of cos(theta) between J and J+1, closed form."""
    return Fraction((J + 1)**2 - M**2, (2 * J + 1) * (2 * J + 3))


def coefficient(J, M):
    """Second-order level shift in units of w^2/B."""
    below = cos_squared_element(J - 1, M) / (2 * J) if J - 1 >= M else 0
    return below - cos_squared_element(J, M) / (2 * (J + 1))


# Given conversion factor agrees with the constants to its last digit
assert abs(kappa - 0.5034) < 5e-5

# Matrix elements: closed form against quadrature; zero diagonal
for M in range(3):
    C = angular_matrix(M, 1, M)
    assert np.max(np.abs(np.diag(C))) < 1e-12
    for J in range(M, 6):
        value = C[J - M, J - M + 1]**2
        assert abs(value - float(cos_squared_element(J, M))) < 1e-12

# Level coefficients against diagonalization at a weak field
w_weak = 0.01 * B
unit_weak = w_weak**2 / B
states = [(1, 0), (1, 1), (2, 0), (2, 1), (2, 2)]
for J, M in states:
    shift = level(J, M, w_weak) - B * J * (J + 1)
    exact = float(coefficient(J, M))
    assert abs(shift / unit_weak / exact - 1) < 1e-4

# Lobe coefficients stated in the header, against diagonalization
lobe0 = coefficient(2, 0) - coefficient(1, 0)
lobe1 = coefficient(2, 1) - coefficient(1, 1)
sep_coef = lobe1 - lobe0
assert abs(lobe_numeric(0, w_weak) / unit_weak + 8 / 105) < 1e-5
assert abs(lobe_numeric(1, w_weak) / unit_weak - 13 / 210) < 1e-5
assert sep_coef == Fraction(29, 210)

# Cause of the downward M = 0 lobe: remove J = 0 and see it reverse
c10_cut = (level(1, 0, w_weak, jmin=1) - 2 * B) / unit_weak
lobe0_cut = float(coefficient(2, 0)) - c10_cut
assert abs(c10_cut + 1 / 15) < 1e-5
assert lobe0_cut > 0 > lobe0

# Weak-field line strengths from quadrature
strength0 = angular_matrix(0, 1, 0)[1, 2]**2
strength1 = 2 * angular_matrix(1, 1, 1)[0, 1]**2
assert abs(strength1 / strength0 - 1.5) < 1e-12

print(f"kappa = {kappa:.6f} MHz/(D V/cm)")
print(f"mu = {mu:.4f} D")
print(f"nu0 = {nu0:.0f} MHz, B = {B:.1f} MHz")
for J, M in states:
    print(f"level coefficient J={J} |M|={M}: {coefficient(J, M)} (w^2/B)")
print(f"lobe coefficient M=0: {lobe0} (w^2/B)")
print(f"lobe coefficient |M|=1: {lobe1} (w^2/B)")
print(f"separation coefficient: {sep_coef} (w^2/B)")
print(f"J=1 M=0 coefficient without J=0: {c10_cut:.5f} (w^2/B)")
print(f"M=0 lobe coefficient without J=0: {lobe0_cut:.5f} (w^2/B)")
print(f"strength M=0: {strength0:.5f}, M=+1 and -1: {strength1:.5f}")
print(f"strength ratio |M|=1 to M=0: {strength1 / strength0:.3f}")

# Lobes of OCS at three fields
deviation = {}
for E in (500.0, 1000.0, 2000.0):
    w = kappa * mu * E
    unit = w**2 / B
    f0, f1 = float(lobe0) * unit, float(lobe1) * unit
    n0, n1 = lobe_numeric(0, w), lobe_numeric(1, w)
    deviation[E] = (n1 - n0) - (f1 - f0)
    assert abs(n0 / f0 - 1) < 0.2 * (w / B)**2
    assert abs(n1 / f1 - 1) < 0.2 * (w / B)**2
    print(f"E = {E:.0f} V/cm: w = {w:.2f} MHz, w/B = {w / B:.4f}, "
          f"w^2/B = {unit:.3f} MHz")
    print(f"  formula: M=0 {f0:.4f}, |M|=1 {f1:.4f}, S {f1 - f0:.4f} MHz")
    print(f"  diagonalized: M=0 {n0:.4f}, |M|=1 {n1:.4f}, "
          f"S {n1 - n0:.4f} MHz")

# The remainder grows as the fourth power of the field
growth = deviation[2000.0] / deviation[1000.0]
assert abs(growth / 16 - 1) < 0.02
print(f"S remainder at 1000 V/cm = {deviation[1000.0]:.5f} MHz")
print(f"remainder growth on doubling 1000 V/cm = {growth:.2f}")

# Neglected polarizability anisotropy, rough volume 4 cubic angstrom
volume = 4e-30
delta_alpha = 4 * np.pi * const.epsilon_0 * volume
aniso = delta_alpha * (1000.0 * 100.0)**2 / const.h / 1e6
w = kappa * mu * 1000.0
S_with = lobe_numeric(1, w, aniso) - lobe_numeric(0, w, aniso)
S_without = lobe_numeric(1, w) - lobe_numeric(0, w)
change = S_with - S_without
assert abs(change / (-16 / 105 * aniso) - 1) < 0.02
print(f"rough anisotropy volume = {volume * 1e30:.0f} cubic angstrom")
print(f"its effect on S at 1000 V/cm = {change:.4f} MHz")
print(f"relative effect on S = {100 * change / S_without:.3f} percent")

# Simulated calibration: chosen spacing, diagonalized and rounded reading
voltage, d_chosen = 500.0, 0.4700
w_cell = kappa * mu * voltage / d_chosen
S_full = lobe_numeric(1, w_cell) - lobe_numeric(0, w_cell)
S_read = round(S_full, 2)


def spacing(S):
    return kappa * mu * voltage * np.sqrt(29 / (210 * B * S))


d_found = spacing(S_read)
d_low, d_high = spacing(S_read + 0.005), spacing(S_read - 0.005)
bias = spacing(S_full) / d_chosen - 1
# Rounding allows 0.075 percent; the neglected E^4 term about 0.02 percent
assert abs(d_found / d_chosen - 1) < 1e-3
assert 0 < bias < 3e-4
half_rule = 0.5 * 0.005 / S_read
assert abs((d_high - d_low) / (2 * d_found) / half_rule - 1) < 1e-3
print(f"cell: V = {voltage:.0f} V, chosen d = {d_chosen:.4f} cm")
print(f"simulated S = {S_full:.4f} MHz, read as {S_read:.2f} MHz")
print(f"kappa mu V = {kappa * mu * voltage:.3f} MHz cm")
print(f"field from reading = {voltage / d_found:.1f} V/cm")
print(f"recovered d = {d_found:.4f} cm")
print(f"range from rounding = {d_low:.4f} to {d_high:.4f} cm")
print(f"relative rounding error of d = {100 * half_rule:.3f} percent")
print(f"bias of d from second-order formula = {100 * bias:.3f} percent")
print("ALL CHECKS PASSED")
```

Output:

```
kappa = 0.503412 MHz/(D V/cm)
mu = 0.7152 D
nu0 = 24326 MHz, B = 6081.5 MHz
level coefficient J=1 |M|=0: 1/10 (w^2/B)
level coefficient J=1 |M|=1: -1/20 (w^2/B)
level coefficient J=2 |M|=0: 1/42 (w^2/B)
level coefficient J=2 |M|=1: 1/84 (w^2/B)
level coefficient J=2 |M|=2: -1/42 (w^2/B)
lobe coefficient M=0: -8/105 (w^2/B)
lobe coefficient |M|=1: 13/210 (w^2/B)
separation coefficient: 29/210 (w^2/B)
J=1 M=0 coefficient without J=0: -0.06667 (w^2/B)
M=0 lobe coefficient without J=0: 0.09048 (w^2/B)
strength M=0: 0.26667, M=+1 and -1: 0.40000
strength ratio |M|=1 to M=0: 1.500
E = 500 V/cm: w = 180.02 MHz, w/B = 0.0296, w^2/B = 5.329 MHz
  formula: M=0 -0.4060, |M|=1 0.3299, S 0.7359 MHz
  diagonalized: M=0 -0.4060, |M|=1 0.3299, S 0.7358 MHz
E = 1000 V/cm: w = 360.04 MHz, w/B = 0.0592, w^2/B = 21.315 MHz
  formula: M=0 -1.6240, |M|=1 1.3195, S 2.9435 MHz
  diagonalized: M=0 -1.6232, |M|=1 1.3195, S 2.9427 MHz
E = 2000 V/cm: w = 720.08 MHz, w/B = 0.1184, w^2/B = 85.261 MHz
  formula: M=0 -6.4961, |M|=1 5.2781, S 11.7741 MHz
  diagonalized: M=0 -6.4834, |M|=1 5.2773, S 11.7606 MHz
S remainder at 1000 V/cm = -0.00085 MHz
remainder growth on doubling 1000 V/cm = 15.98
rough anisotropy volume = 4 cubic angstrom
its effect on S at 1000 V/cm = -0.0010 MHz
relative effect on S = -0.035 percent
cell: V = 500 V, chosen d = 0.4700 cm
simulated S = 3.3302 MHz, read as 3.33 MHz
kappa mu V = 180.020 MHz cm
field from reading = 1063.6 V/cm
recovered d = 0.4701 cm
range from rounding = 0.4697 to 0.4704 cm
relative rounding error of d = 0.075 percent
bias of d from second-order formula = 0.016 percent
ALL CHECKS PASSED
```
